# Jammed coverage of dimers adsorbing irreversibly on a one-dimensional lattice: verification in Python

```python
"""
Random sequential adsorption of dimers on a one-dimensional lattice.
Result under test: from an empty lattice, the covered fraction of sites is
    theta(t) = 1 - exp(-2*(1 - exp(-k*t))),   theta_jammed = 1 - exp(-2),
where k is the attempt rate per bond (pair of adjacent sites), an attempt
succeeds only if both sites are empty, and dimers are immobile and permanent.
E_n is the probability that n given consecutive sites are all empty.
Independent roads: full master equation on a small ring, exact recursion
for open chains, and direct simulation on large rings.
"""
from fractions import Fraction
from math import exp, factorial, log, sqrt

import numpy as np
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import expm_multiply

rate = 0.5                       # attempts per second per bond
times = [1.0, 2.0, 4.0, 8.0]     # seconds
theta_jammed = 1 - exp(-2)


def coverage_formula(t):
    return 1 - exp(-2 * (1 - exp(-rate * t)))


# ---- Master equation on a ring, built from the adsorption rule ----
ring = 12
n_states = 2 ** ring
rows, cols, vals = [], [], []
for state in range(n_states):
    for site in range(ring):
        pair = (1 << site) | (1 << ((site + 1) % ring))
        if state & pair == 0:
            rows += [state | pair, state]
            cols += [state, state]
            vals += [rate, -rate]
generator = csr_matrix((vals, (rows, cols)), shape=(n_states, n_states))
start = np.zeros(n_states)
start[0] = 1.0
all_states = np.arange(n_states)
run_empty = np.array([(all_states & ((1 << n) - 1)) == 0
                      for n in range(ring + 1)], dtype=float)


def ring_probabilities(t):
    return expm_multiply(generator * t, start)


def remainder_bound(t, size):
    s = 1 - exp(-rate * t)
    return (2 * s) ** (size - 1) / factorial(size - 1)


print(f"attempt rate per bond k = {rate:.2f} s^-1")
print(f"jammed coverage, formula = {theta_jammed:.6f}")
print(f"jammed vacancy fraction, formula = {exp(-2):.6f}")
print(f"master-equation ring size = {ring} sites")

hierarchy_error = 0.0
for t in times:
    prob = ring_probabilities(t)
    empty = run_empty @ prob
    slope = run_empty @ (generator @ prob)
    for n in range(1, ring):
        expected = -rate * ((n - 1) * empty[n] + 2 * empty[n + 1])
        hierarchy_error = max(hierarchy_error, abs(slope[n] - expected))
        scaled = empty[n] * exp((n - 1) * rate * t)
        # 1e-6 allows for roundoff amplified by the growing exponential
        if (n - 1) * rate * t < 18:
            assert -1e-6 <= scaled <= 1 + 1e-6
    assert abs(empty[ring] - exp(-ring * rate * t)) < 1e-10
    theta_ring = 1 - empty[1]
    assert abs(theta_ring - coverage_formula(t)) \
        <= remainder_bound(t, ring) + 1e-10
    print(f"t = {t:.0f} s: coverage formula {coverage_formula(t):.6f}, "
          f"ring {theta_ring:.6f}")
assert hierarchy_error < 1e-10
print(f"largest error of E_n rate equations = {hierarchy_error:.1e} s^-1")

# Time to reach 99 percent of the jammed coverage
t99 = -log(1 + log(1 - 0.99 * theta_jammed) / 2) / rate
theta99_ring = 1 - run_empty[1] @ ring_probabilities(t99)
assert abs(theta99_ring - 0.99 * theta_jammed) \
    <= remainder_bound(t99, ring) + 1e-10
print(f"time to 99 percent of jammed coverage = {t99:.3f} s")
print(f"ring coverage at that time = {theta99_ring:.6f}")

# Long time on the ring: jammed state and late-time deficit
t_long = 50.0
prob_long = ring_probabilities(t_long)
empty_long = run_empty @ prob_long
assert empty_long[2] < 1e-9
deficit_formula = theta_jammed - coverage_formula(times[-1])
deficit_leading = 2 * exp(-2) * exp(-rate * times[-1])
deficit_ring = (1 - empty_long[1]) - (1 - run_empty[1]
                                      @ ring_probabilities(times[-1]))
assert abs(deficit_ring / deficit_leading - 1) < 0.03
print(f"coverage deficit at {times[-1]:.0f} s, formula = "
      f"{deficit_formula:.6f}")
print(f"same deficit, leading exponential = {deficit_leading:.6f}")
print(f"same deficit, ring = {deficit_ring:.6f}")

# ---- Exact open-chain recursion: the first dimer splits the chain ----
longest = 60
mean_vac = [Fraction(0), Fraction(1)]
second_vac = [Fraction(0), Fraction(1)]
for size in range(2, longest + 1):
    m = size - 2
    mean_vac.append(2 * sum(mean_vac[:m + 1]) / Fraction(size - 1))
    cross = sum(mean_vac[j] * mean_vac[m - j] for j in range(m + 1))
    second_vac.append(2 * (sum(second_vac[:m + 1]) + cross)
                      / Fraction(size - 1))


def ring_vacancy_formula(size):
    series = sum(Fraction((-2) ** m, factorial(m)) for m in range(size - 1))
    return series + Fraction((-2) ** (size - 1),
                             size * factorial(size - 2))


# A ring becomes an open chain two sites shorter after its first dimer
for size in range(3, 31):
    assert mean_vac[size - 2] / size == ring_vacancy_formula(size)
assert abs(empty_long[1] - float(ring_vacancy_formula(ring))) < 1e-8
for size in (4, 6, 8, 10, 12, 16):
    theta_size = 1 - float(mean_vac[size - 2] / size)
    bound = 2 ** (size - 1) / factorial(size - 1)
    assert abs(theta_size - theta_jammed) <= bound
    print(f"ring of {size} sites: jammed coverage {theta_size:.8f}, "
          f"error bound {bound:.1e}")

chain_mean = float(mean_vac[longest])
assert abs(chain_mean - (longest + 2) * exp(-2)) < 1e-12
print(f"open chain of {longest} sites: mean vacancies = {chain_mean:.6f}")
print(f"(L+2)exp(-2) for that chain = {(longest + 2) * exp(-2):.6f}")

variance = [float(second_vac[i] - mean_vac[i] ** 2)
            for i in range(longest + 1)]
var_per_site = variance[longest] - variance[longest - 1]
assert abs(var_per_site - (variance[40] - variance[39])) < 1e-10
print(f"vacancy-number variance per added site = {var_per_site:.6f}")

# ---- Direct simulation with random first-attempt times ----
rng = np.random.default_rng(2024)
sites, runs, t_early = 20000, 100, 2.0
early, jammed = [], []
for _ in range(runs):
    clock = rng.exponential(1 / rate, sites)
    order = np.argsort(clock).tolist()
    n_early = int(np.count_nonzero(clock < t_early))
    free = [True] * sites
    dimers = 0
    dimers_early = 0
    for attempt, left in enumerate(order):
        right = left + 1 if left + 1 < sites else 0
        if free[left] and free[right]:
            free[left] = free[right] = False
            dimers += 1
            if attempt < n_early:
                dimers_early += 1
    early.append(2 * dimers_early / sites)
    jammed.append(2 * dimers / sites)

sim_early, sim_jammed = np.mean(early), np.mean(jammed)
err_early = np.std(early, ddof=1) / sqrt(runs)
err_jammed = np.std(jammed, ddof=1) / sqrt(runs)
scatter = np.std(jammed, ddof=1)
scatter_expected = sqrt(var_per_site / sites)
# Five standard errors for means; 100 runs fix the scatter to about 7 percent
assert abs(sim_early - coverage_formula(t_early)) < 5 * err_early
assert abs(sim_jammed - theta_jammed) < 5 * err_jammed
assert abs(scatter / scatter_expected - 1) < 0.35
print(f"simulation: {runs} runs on rings of {sites} sites")
print(f"simulated coverage at {t_early:.0f} s = {sim_early:.5f} "
      f"+/- {err_early:.5f}")
print(f"simulated jammed coverage = {sim_jammed:.5f} +/- {err_jammed:.5f}")
print(f"run-to-run scatter of jammed coverage = {scatter:.5f}")
print(f"scatter expected from chain recursion = {scatter_expected:.5f}")

print("finished without a failed check")
```

Running it gives:

```
attempt rate per bond k = 0.50 s^-1
jammed coverage, formula = 0.864665
jammed vacancy fraction, formula = 0.135335
master-equation ring size = 12 sites
t = 1 s: coverage formula 0.544764, ring 0.544764
t = 2 s: coverage formula 0.717546, ring 0.717546
t = 4 s: coverage formula 0.822597, ring 0.822597
t = 8 s: coverage formula 0.859615, ring 0.859618
largest error of E_n rate equations = 1.7e-16 s^-1
time to 99 percent of jammed coverage = 6.950 s
ring coverage at that time = 0.856020
coverage deficit at 8 s, formula = 0.005049
same deficit, leading exponential = 0.004958
same deficit, ring = 0.005050
ring of 4 sites: jammed coverage 1.00000000, error bound 1.3e+00
ring of 6 sites: jammed coverage 0.88888889, error bound 2.7e-01
ring of 8 sites: jammed coverage 0.86666667, error bound 2.5e-02
ring of 10 sites: jammed coverage 0.86476190, error bound 1.4e-03
ring of 12 sites: jammed coverage 0.86466784, error bound 5.1e-05
ring of 16 sites: jammed coverage 0.86466472, error bound 2.5e-08
open chain of 60 sites: mean vacancies = 8.390788
(L+2)exp(-2) for that chain = 8.390788
vacancy-number variance per added site = 0.073263
simulation: 100 runs on rings of 20000 sites
simulated coverage at 2 s = 0.71767 +/- 0.00034
simulated jammed coverage = 0.86453 +/- 0.00021
run-to-run scatter of jammed coverage = 0.00213
scatter expected from chain recursion = 0.00191
finished without a failed check
```
